# Ferroelectric control of Julliere magnetoresistance in a multiferroic tunnel junction: test program

```python
"""Julliere magnetoresistance of a multiferroic tunnel junction.

Result under test: TMR = (R_AP - R_P)/R_P = 2x/(1-x), x = P1*P2.
P1, P2: effective interface spin polarizations (majority minus minority,
divided by the sum). R_P, R_AP: resistances for parallel and antiparallel
magnetizations. Ferroelectric state A has P2 = 0.5, state B has P2 = -0.25.
Independent road: wave matching through a lattice barrier for each spin.
Lattice symbols: gamma = electrode hopping, b = barrier hopping,
t = contact hopping, U = barrier site energy; energies in eV, Fermi level 0.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh_tridiagonal, expm
from scipy.optimize import brentq


def julliere(x):
    return 2 * x / (1 - x)


def transmission(gamma_l, gamma_r, t_l, t_r, U, b, n, E=0.0):
    """Return transmission and reflection from the matched Bloch waves."""
    k_l = np.arccos(-E / (2 * gamma_l))
    k_r = np.arccos(-E / (2 * gamma_r))
    M = np.zeros((n + 2, n + 2), complex)
    rhs = np.zeros(n + 2, complex)
    M[0, 0] = E + gamma_l * np.exp(1j * k_l)
    M[0, 1] = t_l
    rhs[0] = -(E + gamma_l * np.exp(-1j * k_l))
    for j in range(1, n + 1):
        M[j, j] = E - U
        M[j, j - 1] = t_l if j == 1 else b
        M[j, j + 1] = t_r if j == n else b
    rhs[1] = -t_l
    M[n + 1, n] = t_r
    M[n + 1, n + 1] = E + gamma_r * np.exp(1j * k_r)
    wave = np.linalg.solve(M, rhs)
    flux_ratio = gamma_r * np.sin(k_r) / (gamma_l * np.sin(k_l))
    return abs(wave[-1])**2 * flux_ratio, abs(wave[0])**2


def lattice_junction(left, right, t_l, t_r, U, b, n, E=0.0):
    """TMR and mean transmission; reversal exchanges the right-hand spins."""
    par = sum(transmission(left[s], right[s], t_l, t_r, U, b, n, E)[0]
              for s in (0, 1))
    anti = sum(transmission(left[s], right[1-s], t_l, t_r, U, b, n, E)[0]
               for s in (0, 1))
    return par / anti - 1, (par + anti) / 2


def surface_dos(gamma, sites=600, width=0.03):
    """Surface density of states at energy zero from a finite chain."""
    energy, vec = eigh_tridiagonal(np.zeros(sites), -gamma*np.ones(sites-1))
    gauss = np.exp(-energy**2/(2*width**2)) / (width*np.sqrt(2*np.pi))
    return np.sum(vec[0]**2 * gauss)


def channel_sum(g_mean, p1, p2, alignment):
    """Conductance added explicitly over both spin channels."""
    return g_mean/2 * sum((1+s*p1)*(1+s*alignment*p2) for s in (1, -1))


# Round model parameters
P1, P2A, P2B = 0.4, 0.5, -0.25
GA, GB = 1.0, 0.25                         # mean conductance, microsiemens
cell_nm, n_sites, height = 0.4, 8, 0.8
thickness = cell_nm * n_sites
read_mV, T_use, T_room = 10.0, 50.0, 300.0
xA, xB = P1*P2A, P1*P2B
tmrA, tmrB = julliere(xA), julliere(xB)

# Lattice barrier with the free-electron mass
b = const.hbar**2 / (2*const.m_e*(cell_nm*1e-9)**2) / const.e
U = 2*b + height
kappa_a = np.arccosh(U/(2*b))
g_end = np.exp(-kappa_a)/b
left = (1/(1+P1), 1/(1-P1))
right = (1/(1+P2A), 1/(1-P2A))

# Finite-chain densities must show the intended polarizations
for pair, target in ((left, P1), (right, P2A)):
    dos = [surface_dos(gamma) for gamma in pair]
    assert abs((dos[0]-dos[1])/(dos[0]+dos[1]) - target) < 1e-3
    assert np.allclose(dos, [1/(np.pi*g) for g in pair], rtol=1e-3)

# Flux conservation where transmission is large
T_test, R_test = transmission(0.8, 1.3, 0.7, 0.9, 0.2, 1.0, 5, 0.1)
assert T_test > 0.05 and abs(T_test+R_test-1) < 1e-12

# Contact strength needed for the reversed interface polarization
ratio = (1+P2B)/(1-P2B)
gu, gd = right
c_strong = np.sqrt(gu*gd*(gd-ratio*gu)/(ratio*gd-gu))
t_weak, t_strong = 0.1, np.sqrt(c_strong/g_end)
latA, meanA = lattice_junction(left, right, t_weak, t_weak, U, b, n_sites)
latB, meanB = lattice_junction(left, right, t_weak, t_strong, U, b, n_sites)
assert abs(latA-tmrA) < 1e-3 and abs(latB-tmrB) < 1e-3
# Barrier height changes conductance but not TMR at weak contact
lat_high, mean_high = lattice_junction(left, right, t_weak, t_weak,
                                       U+0.2, b, n_sites)
assert abs(lat_high-tmrA) < 1e-3 and mean_high < 0.5*meanA
# The reversed polarization belongs to the interface, not to thickness
lat_thick, _ = lattice_junction(left, right, t_weak, t_strong, U, b, 12)
assert abs(lat_thick-latB) < 1e-5

# Energy window of read bias plus four thermal energies
kT = const.k*T_use/const.e
window = read_mV*1e-3 + 4*kT
shifts = []
for t_r, centre in ((t_weak, latA), (t_strong, latB)):
    shifts.append(max(abs(lattice_junction(
        left, right, t_weak, t_r, U, b, n_sites, E)[0]-centre)
        for E in np.linspace(-window, window, 21)))

# Angular law from explicitly rotated spin states
sigma_y = np.array([[0, -1j], [1j, 0]])
for p2, x in ((P2A, xA), (P2B, xB)):
    for angle in (0.4, 1.3, 2.8):
        overlap = abs(expm(-0.5j*angle*sigma_y))**2
        w1 = np.array([1+P1, 1-P1])/2
        w2 = np.array([1+p2, 1-p2])/2
        assert abs(2*w1@overlap@w2 - (1+x*np.cos(angle))) < 1e-12
angle_ap = np.deg2rad(160)
tilt = [(1+x)/(1+x*np.cos(angle_ap))-1 for x in (xA, xB)]

# Unpolarized leakage, as a share of the total mean conductance
leak = 0.10
leaky = [julliere((1-leak)*x) for x in (xA, xB)]
for p2, value in ((P2A, leaky[0]), (P2B, leaky[1])):
    par, anti = [(1-leak)*channel_sum(1, P1, p2, s)+leak for s in (1, -1)]
    assert abs(par/anti-1-value) < 1e-12


def mosaic_tmr(area_A):
    """TMR of side-by-side domains, with area fraction area_A in state A."""
    par, anti = [area_A*channel_sum(GA, P1, P2A, s)
                 + (1-area_A)*channel_sum(GB, P1, P2B, s) for s in (1, -1)]
    return par/anti-1


residue = 0.05
mixed = [mosaic_tmr(1-residue), mosaic_tmr(residue)]
for area, value in ((1-residue, mixed[0]), (residue, mixed[1])):
    x_mean = (area*GA*xA+(1-area)*GB*xB)/(area*GA+(1-area)*GB)
    assert abs(julliere(x_mean)-value) < 1e-12
critical = abs(xB)/(abs(xB)+GA/GB*xA)
assert abs(brentq(mosaic_tmr, 0, 1)-critical) < 1e-10

# Rough magnetization law and rough Curie temperatures
curie_lsmo, curie_co = 350.0, 1390.0
loss = [(1-(T_room/tc)**1.5)/(1-(T_use/tc)**1.5)
        for tc in (curie_lsmo, curie_co)]
warm = [julliere(x*loss[0]*loss[1]) for x in (xA, xB)]

# Fields: 1 mV/nm = 0.01 MV/cm; 1 MV/cm = 0.1 V/nm
read_field = read_mV/thickness*0.01
coercive = 3.0
write_V = coercive*0.1*thickness

print(f"P1 fixed electrode: {P1:.2f}; P2 in A, B: {P2A:.2f}, {P2B:.2f}")
print(f"Products x in A, B: {xA:.3f}, {xB:.3f}")
print(f"TMR relative to R_P in A, B: {100*tmrA:.2f}, {100*tmrB:.2f} %")
alt = [2*x/(1+x) for x in (xA, xB)]
for name, g, p2, tmr, other in (("A", GA, P2A, tmrA, alt[0]),
                                ("B", GB, P2B, tmrB, alt[1])):
    gp, gap = [channel_sum(g, P1, p2, s) for s in (1, -1)]
    rp, rap = 1/gp, 1/gap
    assert abs((rap-rp)/rp-tmr) < 1e-12
    assert abs((rap-rp)/rap-other) < 1e-12
    print(f"State {name}: mean conductance {g:.3f} uS")
    print(f"  conductance P, AP: {gp:.3f}, {gap:.3f} uS")
    print(f"  resistance P, AP: {rp:.3f}, {rap:.3f} Mohm")
    print(f"  read current P, AP: {gp*read_mV:.2f}, {gap*read_mV:.2f} nA")
    print(f"  change relative to R_AP: {100*other:.2f} %")
print(f"Barrier thickness: {thickness:.2f} nm; height: {height:.2f} eV")
print(f"Lattice cell: {cell_nm:.2f} nm; barrier sites: {n_sites}")
print(f"Barrier hopping b: {b:.4f} eV; site energy U: {U:.4f} eV")
print(f"kappa*a: {kappa_a:.4f}; end Green function g: {g_end:.4f} 1/eV")
print(f"Left hopping majority, minority: {left[0]:.4f}, {left[1]:.4f} eV")
print(f"Right hopping majority, minority: {gu:.4f}, {gd:.4f} eV")
print(f"Contact t weak, strong: {t_weak:.3f}, {t_strong:.3f} eV")
print(f"Strong-contact parameter c: {c_strong:.4f} eV")
print(f"Wave-matching TMR weak, strong: {100*latA:.2f}, {100*latB:.2f} %")
print(f"Lattice mean transmission strong/weak: {meanB/meanA:.1f}")
print(f"Barrier raised by 0.2 eV: TMR {100*lat_high:.2f} %, "
      f"transmission ratio {mean_high/meanA:.4f}")
print(f"Strong contact, 12 barrier sites: TMR {100*lat_thick:.2f} %")
print(f"Thermal energy at {T_use:.0f} K: {1000*kT:.2f} meV")
print(f"Energy half-window: {1000*window:.1f} meV")
print(f"Largest TMR shift in window A, B: {100*shifts[0]:.2f}, "
      f"{100*shifts[1]:.2f} percentage points")
print(f"AP angle 160 deg, TMR A, B: {100*tilt[0]:.2f}, {100*tilt[1]:.2f} %")
print(f"Leakage {100*leak:.0f} %, TMR A, B: {100*leaky[0]:.2f}, "
      f"{100*leaky[1]:.2f} %")
print(f"Unswitched area {100*residue:.0f} %, TMR A, B: "
      f"{100*mixed[0]:.2f}, {100*mixed[1]:.2f} %")
print(f"Critical A area that cancels TMR of B: {100*critical:.2f} %")
print(f"Rough Curie temperatures manganite, Co: {curie_lsmo:.0f}, "
      f"{curie_co:.0f} K")
print(f"Polarization factors 50 to 300 K: {loss[0]:.3f}, {loss[1]:.3f}")
print(f"Rough TMR at {T_room:.0f} K in A, B: {100*warm[0]:.1f}, "
      f"{100*warm[1]:.1f} %")
print(f"Read bias: {read_mV:.0f} mV; field: {read_field:.4f} MV/cm")
print(f"Rough coercive field: {coercive:.1f} MV/cm; "
      f"write voltage: {write_V:.2f} V")
print(f"Read field / coercive field: {100*read_field/coercive:.2f} %")
print("all tests passed")
```

Printed output:

```
P1 fixed electrode: 0.40; P2 in A, B: 0.50, -0.25
Products x in A, B: 0.200, -0.100
TMR relative to R_P in A, B: 50.00, -18.18 %
State A: mean conductance 1.000 uS
  conductance P, AP: 1.200, 0.800 uS
  resistance P, AP: 0.833, 1.250 Mohm
  read current P, AP: 12.00, 8.00 nA
  change relative to R_AP: 33.33 %
State B: mean conductance 0.250 uS
  conductance P, AP: 0.225, 0.275 uS
  resistance P, AP: 4.444, 3.636 Mohm
  read current P, AP: 2.25, 2.75 nA
  change relative to R_AP: -22.22 %
Barrier thickness: 3.20 nm; height: 0.80 eV
Lattice cell: 0.40 nm; barrier sites: 8
Barrier hopping b: 0.2381 eV; site energy U: 1.2762 eV
kappa*a: 1.6421; end Green function g: 0.8129 1/eV
Left hopping majority, minority: 0.7143, 1.6667 eV
Right hopping majority, minority: 0.6667, 2.0000 eV
Contact t weak, strong: 0.100, 1.569 eV
Strong-contact parameter c: 2.0000 eV
Wave-matching TMR weak, strong: 49.99, -18.18 %
Lattice mean transmission strong/weak: 49.2
Barrier raised by 0.2 eV: TMR 49.99 %, transmission ratio 0.0851
Strong contact, 12 barrier sites: TMR -18.18 %
Thermal energy at 50 K: 4.31 meV
Energy half-window: 27.2 meV
Largest TMR shift in window A, B: 0.06, 0.74 percentage points
AP angle 160 deg, TMR A, B: 47.77, -17.73 %
Leakage 10 %, TMR A, B: 43.90, -16.51 %
Unswitched area 5 %, TMR A, B: 48.79, -9.13 %
Critical A area that cancels TMR of B: 11.11 %
Rough Curie temperatures manganite, Co: 350, 1390 K
Polarization factors 50 to 300 K: 0.218, 0.906
Rough TMR at 300 K in A, B: 8.2, -3.9 %
Read bias: 10 mV; field: 0.0312 MV/cm
Rough coercive field: 3.0 MV/cm; write voltage: 0.96 V
Read field / coercive field: 1.04 %
all tests passed
```
